# Domain-wall creep in random-bond disorder: the exponent one quarter: a program that tests the result

```python
"""Creep of a one-dimensional domain wall in random-bond disorder.

Result under test: with roughness u = xi*(L/Lc)**(2/3), the energy
    E(L) = a*eps*u**2/L - b*f*u*L
has a maximum (the creep barrier) that scales as f**(-1/4).
eps: line stiffness (eV/nm); f = 2*Ms*B*t: drive per swept area (eV/nm^2);
L: segment length (nm); u: displacement (nm); xi, Lc: disorder range and
pinning length (nm); a, b: shape numbers of the displaced segment.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

# ---------- material parameters (round model values) ----------
A_ex = 16e-12        # exchange stiffness, J/m
K_eff = 0.3e6        # effective anisotropy, J/m^3
Ms = 1.0e6           # magnetization, A/m
thick = 0.6e-9       # film thickness, m
xi, Lc = 15.0, 40.0  # nm
T = 300.0            # K
qe = const.e
kT = const.k * T / qe                     # eV

sigma = 4 * np.sqrt(A_ex * K_eff)         # J/m^2
width = np.sqrt(A_ex / K_eff)             # m
eps = sigma * thick / qe * 1e-9           # eV/nm
drive_per_tesla = 2 * Ms * thick / qe * 1e-18   # eV/nm^2 per T
Uc = eps * xi**2 / Lc
fc = eps * xi / Lc**2
Bc = fc / drive_per_tesla                 # T

# ---------- wall energy from the magnetization profile ----------
def profile_density(y):
    """Energy density at x = y*width for angle 2*atan(exp(y))."""
    angle = 2 * np.arctan(np.exp(y))
    slope = 1 / (np.cosh(y) * width)
    return (A_ex * slope**2 + K_eff * np.sin(angle)**2) * width

sigma_quad = quad(profile_density, -25, 25, points=[0])[0]
assert abs(sigma_quad / sigma - 1) < 1e-7

# ---------- stationary law of the end-point free energy ----------
# On a ring the nonlinear term must conserve the Gaussian slope weight
# and have zero divergence in the space of heights.
n_ring = 5
h = sp.symbols('h0:5')
s = [h[i] - h[i - 1] for i in range(n_ring)]
weight = sum(q**2 for q in s) / 2
nonlin = []
for i in range(n_ring):
    p, q = s[i], s[(i + 1) % n_ring]
    nonlin.append((p**2 + p * q + q**2) / 3)
flow = sum(nonlin[i] * sp.diff(weight, h[i]) for i in range(n_ring))
diverg = sum(sp.diff(nonlin[i], h[i]) for i in range(n_ring))
assert sp.expand(flow) == 0
assert sp.expand(diverg) == 0

# ---------- optimal lines in a random lattice ----------
rng = np.random.default_rng(12345)
lengths = [16, 32, 64, 128, 256, 512]
n_batch, batch = 6, 500
ends = {L: [] for L in lengths}
energies = {L: [] for L in lengths}
final_rows = []
for _ in range(n_batch):
    g = rng.standard_exponential((batch, 1), dtype=np.float32)
    for step in range(1, lengths[-1] + 1):
        new = np.empty((batch, step + 1), dtype=np.float32)
        new[:, 0] = g[:, 0]
        new[:, -1] = g[:, -1]
        if step > 1:
            np.maximum(g[:, 1:], g[:, :-1], out=new[:, 1:-1])
        new += rng.standard_exponential(new.shape, dtype=np.float32)
        g = new                           # g is minus the lowest energy
        if step in ends:
            ends[step].append(2.0 * np.argmax(g, axis=1) - step)
            energies[step].append(-g.max(axis=1).astype(float))
    final_rows.append(g[:, 220:293].astype(float))
rough = np.array([np.sqrt(np.mean(np.concatenate(ends[L])**2))
                  for L in lengths])
spread = np.array([np.std(np.concatenate(energies[L])) for L in lengths])
logL = np.log(lengths)
zeta_num = np.polyfit(logL[1:], np.log(rough[1:]), 1)[0]
theta_num = np.polyfit(logL[1:], np.log(spread[1:]), 1)[0]
rows = np.concatenate(final_rows)
gaps = np.array([1, 2, 4, 8])
gap_var = [np.mean(np.var(rows[:, r:] - rows[:, :-r], axis=0)) for r in gaps]
slope_var = np.polyfit(np.log(gaps), np.log(gap_var), 1)[0]
# Tolerances cover sampling noise and finite-length corrections.
assert abs(zeta_num - 2 / 3) < 0.04
assert abs(theta_num - 1 / 3) < 0.05
assert abs(slope_var - 1) < 0.12

# Creep exponent from measured roughness, without an imposed power law
fineL = np.exp(np.linspace(logL[0], logL[-1], 20001))
fine_u = np.exp(np.interp(np.log(fineL), logL, np.log(rough)))
target = np.array([48.0, 80.0, 130.0, 200.0])
target_u = np.exp(np.interp(np.log(target), logL, np.log(rough)))
forces = 0.2 * target_u / target**2
lattice_barrier = []
for force in forces:
    landscape = fine_u**2 / fineL - force * fine_u * fineL
    k = int(np.argmax(landscape))
    assert 0 < k < len(fineL) - 1
    lattice_barrier.append(landscape[k])
mu_lattice = -np.polyfit(np.log(forces), np.log(lattice_barrier), 1)[0]
assert abs(mu_lattice - 0.25) < 0.06

# ---------- barrier: numerical maximum against closed formula ----------
def numeric_max(B, zeta=2 / 3, a=1.0, b=1.0, soft=0.0):
    """Return (L*, E*); soft is the logarithmic loss of stiffness."""
    f = drive_per_tesla * B

    def minus_energy(y):
        L = Lc * np.exp(y)
        u = xi * np.exp(zeta * y)
        stiff = eps - soft * np.log(L / (width * 1e9))
        return -(a * stiff * u**2 / L - b * f * u * L)

    r = minimize_scalar(minus_energy, bounds=(-3, 8), method='bounded',
                        options={'xatol': 1e-10})
    return Lc * np.exp(r.x), -r.fun

def closed_form(B, a=1.0, b=1.0):
    L = Lc * (a * Bc / (5 * b * B))**0.75
    E = 0.8 * 5**-0.25 * a**1.25 * b**-0.25 * Uc * (Bc / B)**0.25
    return L, E

fields = [0.25e-3, 1e-3, 4e-3]
for B in fields:
    for a, b in [(1, 1), (2, 0.5)]:
        Ln, En = numeric_max(B, a=a, b=b)
        Lf, Ef = closed_form(B, a, b)
        assert abs(Ln / Lf - 1) < 1e-5 and abs(En / Ef - 1) < 1e-9

mu_by_zeta = {}
for name, z in [('2/3', 2 / 3), ('3/5', 3 / 5), ('1', 1.0)]:
    e_low = numeric_max(0.5e-3, zeta=z)[1]
    e_high = numeric_max(2e-3, zeta=z)[1]
    mu_by_zeta[name] = np.log(e_low / e_high) / np.log(4)
    assert abs(mu_by_zeta[name] - (2 * z - 1) / (2 - z)) < 1e-7

# ---------- size of neglected effects ----------
# Thermal wandering: midpoint variance of a string pinned at both ends
n_seg = 200
dx = Lc / n_seg
stiff_matrix = eps / dx * (2 * np.eye(n_seg - 1)
                           - np.eye(n_seg - 1, k=1) - np.eye(n_seg - 1, k=-1))
mid = n_seg // 2 - 1
var_matrix = kT * np.linalg.inv(stiff_matrix)[mid, mid]
var_formula = kT * Lc / (4 * eps)
assert abs(var_matrix / var_formula - 1) < 1e-8
u_thermal = np.sqrt(var_formula)

# Dipolar softening: logarithmic coefficient of the line-current kernel
kernel = quad(lambda x: np.cos(x) / x - 2 * np.sin(x / 2)**2 / x**3,
              1e-3, 1e-2)[0]
assert abs(kernel - 0.5 * np.log(10)) < 1e-4
soft = const.mu_0 * Ms**2 * thick**2 / np.pi / qe * 1e-9   # eV/nm
L_long = closed_form(fields[0])[0]
soft_fraction = soft * np.log(L_long / (width * 1e9)) / eps
mu_soft = (np.log(numeric_max(fields[0], soft=soft)[1]
                  / numeric_max(fields[2], soft=soft)[1]) / np.log(16))

# Finite slope of a triangular bump, at the largest field of the table
L4, E4 = closed_form(fields[2])
u4 = xi * (L4 / Lc)**(2 / 3)
tilt = 2 * u4 / L4
slope_error = 1 - (np.sqrt(1 + tilt**2) - 1) / (tilt**2 / 2)

# Backward hops see the drive work added instead of subtracted
work4 = drive_per_tesla * fields[2] * u4 * L4
assert abs(work4 / E4 - 0.25) < 1e-10
backward = np.exp(-2 * work4 / kT)

L1, E1 = closed_form(fields[1])
heating = np.exp(E1 / kT * (1 - T / (T + 10)))

def width_field(track):
    """Field (T) at which the optimal length equals the track width."""
    return Bc / 5 * (Lc / track)**(4 / 3)

for track in (200.0, 1000.0):
    assert abs(numeric_max(width_field(track))[0] / track - 1) < 1e-5
assert all(Lc < closed_form(B)[0] < 1000 for B in fields)

# ---------- output ----------
print(f"Exchange stiffness A = {A_ex*1e12:.1f} pJ/m")
print(f"Effective anisotropy K = {K_eff/1e6:.2f} MJ/m^3")
print(f"Magnetization Ms = {Ms/1e6:.2f} MA/m")
print(f"Film thickness t = {thick*1e9:.2f} nm")
print(f"Disorder range xi = {xi:.1f} nm; pinning length Lc = {Lc:.1f} nm")
print(f"Temperature = {T:.0f} K; kT = {kT:.5f} eV")
print(f"Wall energy sigma = {sigma*1e3:.3f} mJ/m^2")
print(f"Wall energy by quadrature = {sigma_quad*1e3:.3f} mJ/m^2")
print(f"Wall width parameter = {width*1e9:.2f} nm")
print(f"Line stiffness eps = {eps:.5f} eV/nm")
print(f"Drive per area at 1 mT = {drive_per_tesla*1e-3:.4e} eV/nm^2")
print(f"Pinning energy Uc = {Uc:.4f} eV = {Uc/kT:.2f} kT")
print(f"Field scale Bc = {Bc*1e3:.2f} mT; limit Bc/5 = {Bc*200:.2f} mT")
print(f"Lattice: {n_batch*batch} samples, lengths 32 to 512 fitted")
print(f"Lattice roughness exponent = {zeta_num:.3f}")
print(f"Lattice energy-fluctuation exponent = {theta_num:.3f}")
print(f"Lattice transverse energy variance exponent = {slope_var:.3f}")
print(f"Creep exponent from lattice roughness = {mu_lattice:.3f}")
for name, value in mu_by_zeta.items():
    print(f"Creep exponent by maximization, zeta = {name}: {value:.5f}")
for B in fields:
    L, E = closed_form(B)
    u = xi * (L / Lc)**(2 / 3)
    print(f"B = {B*1e3:.2f} mT: L* = {L:.1f} nm, u* = {u:.1f} nm")
    print(f"  barrier = {E:.4f} eV = {E/kT:.2f} kT")
    print(f"  velocity relative to 1 mT = {np.exp((E1-E)/kT):.3g}")
print(f"Barrier ratio, 4 mT to 0.25 mT = {E4/closed_form(fields[0])[1]:.4f}")
E_tri = closed_form(fields[1], 2, 0.5)[1]
L_tri = closed_form(fields[1], 2, 0.5)[0]
print(f"Triangular bump at 1 mT: barrier = {E_tri:.4f} eV")
print(f"Triangular bump at 1 mT: L* = {L_tri:.1f} nm")
print(f"Triangle/unit-shape barrier ratio = {E_tri/E1:.3f}")
print(f"Finite-slope error of elastic energy, 4 mT = {slope_error*100:.1f} %")
print(f"Thermal midpoint wandering at Lc = {u_thermal:.2f} nm")
print(f"Backward/forward hop rate at 4 mT = {backward*100:.2f} %")
print(f"Dipolar loss of stiffness at 0.25 mT = {soft_fraction*100:.1f} %")
print(f"Apparent creep exponent with dipolar loss = {mu_soft:.4f}")
print(f"Velocity factor for 10 K heating at 1 mT = {heating:.3f}")
for track in (200.0, 1000.0):
    print(f"L* equals track width {track:.0f} nm at "
          f"{width_field(track)*1e3:.3f} mT")
print("OK")
```

It prints:

```
Exchange stiffness A = 16.0 pJ/m
Effective anisotropy K = 0.30 MJ/m^3
Magnetization Ms = 1.00 MA/m
Film thickness t = 0.60 nm
Disorder range xi = 15.0 nm; pinning length Lc = 40.0 nm
Temperature = 300 K; kT = 0.02585 eV
Wall energy sigma = 8.764 mJ/m^2
Wall energy by quadrature = 8.764 mJ/m^2
Wall width parameter = 7.30 nm
Line stiffness eps = 0.03282 eV/nm
Drive per area at 1 mT = 7.4898e-06 eV/nm^2
Pinning energy Uc = 0.1846 eV = 7.14 kT
Field scale Bc = 41.08 mT; limit Bc/5 = 8.22 mT
Lattice: 3000 samples, lengths 32 to 512 fitted
Lattice roughness exponent = 0.670
Lattice energy-fluctuation exponent = 0.346
Lattice transverse energy variance exponent = 0.953
Creep exponent from lattice roughness = 0.237
Creep exponent by maximization, zeta = 2/3: 0.25000
Creep exponent by maximization, zeta = 3/5: 0.14286
Creep exponent by maximization, zeta = 1: 1.00000
B = 0.25 mT: L* = 549.0 nm, u* = 86.0 nm
  barrier = 0.3536 eV = 13.68 kT
  velocity relative to 1 mT = 0.0182
B = 1.00 mT: L* = 194.1 nm, u* = 43.0 nm
  barrier = 0.2500 eV = 9.67 kT
  velocity relative to 1 mT = 1
B = 4.00 mT: L* = 68.6 nm, u* = 21.5 nm
  barrier = 0.1768 eV = 6.84 kT
  velocity relative to 1 mT = 17
Barrier ratio, 4 mT to 0.25 mT = 0.5000
Triangular bump at 1 mT: barrier = 0.7072 eV
Triangular bump at 1 mT: L* = 549.0 nm
Triangle/unit-shape barrier ratio = 2.828
Finite-slope error of elastic energy, 4 mT = 8.3 %
Thermal midpoint wandering at Lc = 2.81 nm
Backward/forward hop rate at 4 mT = 3.27 %
Dipolar loss of stiffness at 0.25 mT = 11.8 %
Apparent creep exponent with dipolar loss = 0.2225
Velocity factor for 10 K heating at 1 mT = 1.366
L* equals track width 200 nm at 0.961 mT
L* equals track width 1000 nm at 0.112 mT
OK
```
